# Finite Ion Size and the High-Voltage Capacitance of a Double Layer

## 1. What point ions get wrong

Put a metal electrode at $0.5$ V against an aqueous salt solution of $0.1$ mol/L at room temperature. In Poisson–Boltzmann theory with point ions, the counterion density at the wall is the bulk density times $e^{u}$, where $u=0.5\ \text{V}/25.693\ \text{mV}=19.46$. This gives $0.0602\ \text{nm}^{-3}\times2.8\times10^{8}\approx1.7\times10^{7}\ \text{nm}^{-3}$, or millions of ions in a cubic nanometre. The predicted differential capacitance is about $6\times10^{5}\ \mu\text{F/cm}^2$, and it continues to grow exponentially with voltage.

Ions occupy space. As the sites next to the wall fill up, more of the added charge must be stored farther away, and the capacitance eventually falls, even before the last of these sites is taken. Bikerman's model describes this with one additional length, the ion size. At high voltage it gives $C\propto V^{-1/2}$.

## 2. Assumptions and conventions

A flat electrode at $x=0$ faces an electrolyte that fills $x>0$. No charge crosses the interface and no ion adsorbs chemically. The cations and anions carry charges $\pm ze$, and each species has bulk number density $c_0$. The permittivity $\varepsilon$ is constant. Each ion feels the mean potential $\psi(x)$, which vanishes in the bulk.

Space is divided into sites of volume $a^3$, and a site holds one ion of either sign or none. An empty site stands for solvent or free volume. Define

$$u=\frac{ze\psi}{kT},\qquad \nu=2a^3c_0,\qquad \lambda=\sqrt{\frac{\varepsilon kT}{2z^2e^2c_0}} .$$

Here $\nu\le1$ is the fraction of occupied sites in the bulk and $\lambda$ is the Debye length. The electrode is taken as positive, so $\psi(0)=V>0$; a negative electrode exchanges the roles of the ions. The voltage $V$ is the drop across the ionic layer alone. An inner layer in series is added in section 8.

## 3. Ion densities from counting

Take a small region with $M$ sites at potential $\psi$. Let fractions $p$, $m$ and $s=1-p-m$ of them hold cations, anions and nothing. The number of arrangements is

$$W=\frac{M!}{(Mp)!\,(Mm)!\,(Ms)!}.$$

With $\ln N!\simeq N\ln N-N$, the linear terms cancel because $p+m+s=1$, and so do the terms in $\ln M$. What remains is $\ln W=-M(p\ln p+m\ln m+s\ln s)$. The grand potential per site is therefore

$$g=kT(p\ln p+m\ln m+s\ln s)+ze\psi(p-m)-\mu_+p-\mu_-m .$$

Since $\partial s/\partial p=-1$, the derivative of the entropy term with respect to $p$ is $kT[(\ln p+1)-(\ln s+1)]$. The conditions for a minimum are

$$kT\ln\frac ps+ze\psi=\mu_+,\qquad kT\ln\frac ms-ze\psi=\mu_- .$$

In the bulk, $\psi=0$, $p=m=\nu/2$ and $s=1-\nu$. Both chemical potentials therefore equal $kT\ln f$ with $f=\nu/[2(1-\nu)]$. It follows that $p=sfe^{-u}$ and $m=sfe^{u}$, and the condition $p+m+s=1$ gives

$$s=\frac1{1+2f\cosh u}=\frac{1-\nu}{1-\nu+\nu\cosh u}.$$

Because $\cosh u-1=2\sinh^2(u/2)$, the last denominator is

$$A(u)=1-\nu+\nu\cosh u=1+2\nu\sinh^2\frac u2 .$$

Dividing the site fractions by $a^3$, and using $\nu/(2a^3)=c_0$, gives

$$c_\pm=\frac{c_0e^{\mp u}}{A(u)} .$$

The fully packed case $\nu=1$ is the limit of these expressions. For small $\nu$ and moderate $u$, $A\simeq1$ and the Boltzmann factors return. For large $u$, $A\simeq\nu e^u/2$, so $c_-\to 2c_0/\nu=1/a^3$: one counterion per site.

## 4. Poisson's equation and its first integral

The charge density is

$$\rho=ze(c_+-c_-)=-\frac{2zec_0\sinh u}{A}.$$

Insert this in $\varepsilon\psi''=-\rho$ and multiply by $ze/(\varepsilon kT)$:

$$u''=\frac{1}{\lambda^2}\frac{\sinh u}{A(u)} .$$

Since $dA/du=\nu\sinh u$, the right side is a derivative with respect to $u$:

$$\frac{\sinh u}{A}=\frac1\nu\frac{d\ln A}{du}.$$

Multiply the equation by $u'$. The left side becomes $(u'^2/2)'$ and the right side $(\ln A)'/(\nu\lambda^2)$. In the bulk $u=u'=0$ and $A=1$, so the integration constant is zero:

$$\frac{u'^2}{2}=\frac{\ln A}{\nu\lambda^2}.$$

The field is $E=-\psi'=-(kT/ze)u'$, and it is positive because $\psi$ falls away from the positive electrode. Using $1/\lambda^2=2z^2e^2c_0/(\varepsilon kT)$,

$$\frac{\varepsilon E^2}{2}=\frac{\varepsilon(kT)^2}{z^2e^2}\,\frac{\ln A}{\nu\lambda^2}=\frac{2c_0kT}{\nu}\ln A=\frac{kT}{a^3}\ln A .$$

This is a balance of pressures. The osmotic pressure of the lattice gas is $-(kT/a^3)\ln s$, and $s=(1-\nu)/A$, so its excess over the bulk is $\Pi=(kT/a^3)\ln A$. The electric stress pulls ions towards the wall, and the excess osmotic pressure resists their crowding.

## 5. Charge and capacitance

The field inside the metal is zero, so Gauss's law gives the electrode charge per area as $\sigma=\varepsilon E(0)$. From here on $u$ denotes the wall value $zeV/kT$:

$$\sigma=\sqrt{\frac{2\varepsilon kT}{a^3}\ln A}=\frac{\varepsilon kT}{ze\lambda}\sqrt{\frac2\nu\ln A}.$$

The differential capacitance per area is $C=d\sigma/dV=(ze/kT)\,d\sigma/du$. The derivative of the root is

$$\frac{d}{du}\sqrt{\frac2\nu\ln A}=\frac{1}{2\sqrt{(2/\nu)\ln A}}\cdot\frac2\nu\cdot\frac{\nu\sinh u}{A},$$

and therefore

$$C=\frac{\varepsilon}{\lambda}\,\frac{\sinh u}{A\sqrt{(2/\nu)\ln A}} .$$

A second form shows why $C$ falls. Differentiating $\Pi$ gives

$$\frac{d\Pi}{d\psi}=\frac{kT}{a^3}\,\frac{ze}{kT}\,\frac{\nu\sinh u}{A}=\frac{2zec_0\sinh u}{A}=|\rho| .$$

At the wall $\sigma^2/(2\varepsilon)=\Pi$. Differentiation with respect to $V$ gives $\sigma C/\varepsilon=|\rho(0)|$, or

$$C=\frac{|\rho(0)|}{E(0)} .$$

For point ions, the charge density at the wall grows faster than the field. With finite ions it stops at $ze/a^3$ while the field still rises, so the ratio must fall.

## 6. Low voltage and the two shapes of the curve

**Point ions.** As $\nu\to0$ at fixed $u$, $A\to1$ and $(2/\nu)\ln A\to4\sinh^2(u/2)$. Since $\sinh u=2\sinh(u/2)\cosh(u/2)$, the result is the Gouy–Chapman capacitance $C=(\varepsilon/\lambda)\cosh(u/2)$.

**Small voltage.** Expand $A=1+\nu(u^2/2+u^4/24+\dots)$ and use $\ln(1+y)=y-y^2/2+\dots$:

$$\frac2\nu\ln A=u^2\left[1+\frac{u^2}{12}-\frac{\nu u^2}{4}+\dots\right].$$

Its root is $u[1+u^2/24-\nu u^2/8+\dots]$. With $\sinh u=u(1+u^2/6+\dots)$ and $1/A=1-\nu u^2/2+\dots$, the coefficient of $u^2$ in $C\lambda/\varepsilon$ is

$$\frac16-\frac\nu2-\frac1{24}+\frac\nu8=\frac{1-3\nu}{8}.$$

Hence

$$C=\frac\varepsilon\lambda\left[1+\frac{1-3\nu}{8}u^2+\dots\right].$$

For $\nu<1/3$, zero voltage is a minimum: $C$ first rises as ions are attracted, and later falls as they crowd. For $\nu>1/3$, zero voltage is already a maximum.

**Full packing.** For $\nu=1$, $A=\cosh u$ and

$$C=\frac\varepsilon\lambda\,\frac{\tanh u}{\sqrt{2\ln\cosh u}} .$$

With no empty sites, charge can form solely by replacing ions of one sign with ions of the other.

## 7. The inverse square root

Factor the largest exponential out of $A$:

$$A=\frac\nu2e^u(1+\delta),\qquad \delta=\frac{2(1-\nu)}{\nu}e^{-u}+e^{-2u}.$$

Then

$$\frac{\sinh u}{A}=\frac1\nu\,\frac{1-e^{-2u}}{1+\delta},\qquad \ln A=u-\ln\frac2\nu+\ln(1+\delta).$$

When $\nu e^u\gg1$, both $\delta$ and $e^{-2u}$ are negligible. Define

$$V_0=\frac{kT}{ze}\ln\frac2\nu ,$$

so that $\ln A\simeq ze(V-V_0)/kT$. The capacitance becomes

$$C\simeq\frac\varepsilon\lambda\,\frac{1/\nu}{\sqrt{(2/\nu)\,ze(V-V_0)/kT}}=\frac\varepsilon\lambda\left[\frac{2\nu ze(V-V_0)}{kT}\right]^{-1/2}.$$

Now insert $\varepsilon^2/\lambda^2=2\varepsilon z^2e^2c_0/kT$ and $\nu=2a^3c_0$:

$$C^2\simeq\frac{2\varepsilon z^2e^2c_0}{kT}\cdot\frac{kT}{4a^3c_0\,ze(V-V_0)}=\frac{\varepsilon ze}{2a^3(V-V_0)} .$$

The bulk density and the explicit temperature cancel, except inside $V_0$. If also $V\gg V_0$,

$$\boxed{C\simeq\sqrt{\frac{\varepsilon ze}{2a^3V}}}$$

The two approximations differ in quality. The terms dropped in the shifted law, with $V-V_0$, are exponentially small. Replacing $V-V_0$ by $V$ leaves an algebraic error: expanding the shifted law gives $C=C_{\rm lead}[1+V_0/(2V)+\dots]$, where $C_{\rm lead}$ is the boxed law.

The offset has a direct meaning. Point counterions would reach the density $1/a^3$ at the wall when $c_0e^u=1/a^3$, that is, when $e^u=2/\nu$ and $V=V_0$. A tenfold change of $c_0$ at fixed $a$ and $T$ shifts $V_0$ by $(kT/ze)\ln10$, about $59$ mV for $z=1$ at room temperature.

**A layer picture.** Suppose the electrode charge is balanced by a full layer of charge density $-ze/a^3$ and thickness $H=\sigma a^3/(ze)$. The field falls linearly from $\sigma/\varepsilon$ to zero across it, so the potential drop is

$$\frac{\sigma H}{2\varepsilon}=\frac{\sigma^2a^3}{2\varepsilon ze}=V-V_0 .$$

The last equality is the high-voltage form of $\sigma^2=(2\varepsilon kT/a^3)\ln A$. Thus $\sigma$ and $H$ grow as $\sqrt{V-V_0}$, and the slope $d\sigma/dV$ falls as the inverse root. Since $d\sigma/dV=\sigma/[2(V-V_0)]$, it also follows that $C=\varepsilon/H$: added charge settles, on average, at the outer edge of the full layer. In the full model this holds for its mean distance from the wall; in the worked case of section 9, where $H=1.09$ nm, the middle 80% of the added charge is spread between $0.68$ and $1.59$ nm.

## 8. An inner layer in series

Ion centres cannot reach the metal surface. Let the ion-free gap have a constant capacitance $C_s$. It adds a drop $\sigma/C_s$, and in the saturated regime the total voltage is

$$V_t=V_0+\frac{\sigma^2}{2\varepsilon\rho_m}+\frac{\sigma}{C_s},\qquad \rho_m=\frac{ze}{a^3}.$$

Therefore $1/C_t=dV_t/d\sigma=\sigma/(\varepsilon\rho_m)+1/C_s$. Square this:

$$\frac1{C_t^2}=\frac1{C_s^2}+\frac{2}{\varepsilon\rho_m}\left[\frac{\sigma^2}{2\varepsilon\rho_m}+\frac{\sigma}{C_s}\right]=\frac1{C_s^2}+\frac{2(V_t-V_0)}{\varepsilon\rho_m}.$$

The exponent $-1/2$ survives in $V_t$ as a limit, reached when the second term far exceeds the first and $V_t\gg V_0$. A small $C_s$ delays it.

## 9. A worked case

Take a 1:1 salt in water at $298.15$ K with $0.1$ mol/L, relative permittivity $78.5$ and effective hydrated ion size $0.7$ nm. The bulk packing is $\nu=2\times0.343\times0.06022=0.0413$. The offset is $V_0=25.69\ \text{mV}\times\ln(2/0.0413)=0.0997$ V.

At $V=0.5$ V, the permittivity is $78.5\times8.854\times10^{-12}=6.95\times10^{-10}$ F/m. The saturated charge density is $\rho_m=1.602\times10^{-19}\times2.9155\times10^{27}=4.67\times10^{8}$ C/m³. Hence

$$C=\sqrt{\frac{6.95\times10^{-10}\times4.67\times10^{8}}{2\times0.4003}}=0.637\ \text{F/m}^2=63.7\ \mu\text{F/cm}^2 .$$

Direct numerical integration of Poisson's equation, followed by numerical differentiation of the charge, gives $63.68\ \mu\text{F/cm}^2$. The charge is $\sigma=2C(V-V_0)=0.510$ C/m², or $51\ \mu\text{C/cm}^2$. The field is $\sigma/\varepsilon=7.3$ MV/cm, and $H=\sigma/\rho_m=1.09$ nm.

Capacitances in $\mu$F/cm² at several diffuse-layer voltages are:

| $V$ (V) | full | shifted | leading |
|---|---|---|---|
| 0.05 | 101.3 | none | 180.2 |
| 0.10 | 156.6 | 2255 | 127.4 |
| 0.20 | 124.5 | 127.2 | 90.1 |
| 0.30 | 90.0 | 90.0 | 73.6 |
| 0.50 | 63.7 | 63.7 | 57.0 |
| 1.00 | 42.5 | 42.5 | 40.3 |

The curve starts at $72.3$, peaks at $163\ \mu\text{F/cm}^2$ near $0.120$ V, and then falls. The shifted law is useless at $0.10$ V, which almost coincides with its singularity at $V_0$, but it is about 2% above the full result at $0.20$ V. The leading law is still 11% below the full result at $0.5$ V and 5% below at $1$ V.

The local exponent shows the same slow approach. From the shifted law,

$$\frac{d\ln C}{d\ln V}=-\frac{V}{2(V-V_0)},$$

which is $-0.62$ at $0.5$ V. Numerical integration between $u=10^4$ and $4\times10^4$ gives $-0.5001$. Those values of $u$ correspond to roughly $260$ V and $1000$ V, so this confirms the mathematics and describes no real interface.

The full layer has a soft edge. Counterions fill practically every site at the wall and 98% of sites at $0.55$ nm, but 33% at $x=H$ and 10% at $1.64$ nm.

## 10. How far to trust it for a real electrode

**Dielectric saturation.** A field of several MV/cm partly aligns water molecules, which lowers the permittivity. To size the effect, replace the constant permittivity by Langevin dipoles of uniform density, with the dipole moment fitted to the low-field permittivity. The pressure balance becomes $E\,dD=d\Pi=|\rho|\,dV$ at the wall, where $D=\sigma$, so $C=|\rho(0)|/E(0)$ still holds. At $0.5$ V the field rises to $12.6$ MV/cm, and $C$ drops to $37\ \mu\text{F/cm}^2$, a factor $0.58$ relative to constant permittivity. These numbers illustrate the effect and do not predict it for real water: the model leaves out local fields and correlations between neighbouring molecules. If the differential permittivity $dD/dE$ is lower than assumed here at every field up to the wall value, the same pressure requires a higher wall field, and $C$ is smaller still. The shift can be large. The fitted dipole is $4.8$ D. Booth's law for water has the same Langevin form with the argument $5p(n^2+2)E/(2kT)$, $p=1.85$ D, $n^2=1.78$, and saturates at fields about $3.7$ times lower. At $0.5$ V it gives a wall field of $43$ MV/cm and $C=11\ \mu\text{F/cm}^2$, a factor $0.17$.

The exponent changes as well. With $\rho(0)$ saturated, $C\propto1/E$, and $dE/dV=\rho_m/[E\,D'(E)]$ gives

$$\frac{d\ln C}{d\ln V}=-\frac{V\rho_m}{E^2D'(E)} .$$

The differential permittivity $D'(E)$ falls as the dipoles align, which steepens the decline. In this dipole model the local exponent at $0.5$ V is $-1.45$, against $-0.62$ at constant permittivity; with Booth's law it is $-0.76$, so the value depends on the saturation model. The inverse root returns in this model once the dipoles are fully aligned and $D'$ is constant again, at voltages without practical meaning.

**Packing.** Replacing the lattice entropy by the Carnahan–Starling equation of state for hard spheres of diameter $a$, at constant permittivity, raises $C$ at $0.5$ V by 10%, to $70\ \mu\text{F/cm}^2$. The decline also becomes gentler: the local exponent there is $-0.43$ instead of $-0.62$. The sign of the shift depends on voltage: hard spheres lower $C$ by 35% at $0.1$ V and by 5% at $0.3$ V, and the peak drops from $163$ to about $103\ \mu\text{F/cm}^2$. At $0.5$ V the volume fraction at the wall is $0.49$, where bulk hard spheres begin to freeze, so this fluid equation of state should not be trusted at higher voltage.

**Inner layer.** Take a gap of $a/2=0.35$ nm. If it had the bulk permittivity, a diffuse voltage of $0.5$ V would need $0.76$ V in total, with total capacitance $48\ \mu\text{F/cm}^2$. With a relative permittivity of $6$, a rough value for strongly oriented water, $C_s$ is $15\ \mu\text{F/cm}^2$ and the total becomes $3.9$ V. Water decomposes at roughly $1.2$ V. Even if all of that fell across this one interface, the diffuse part would receive only about $0.13$ V in this low-permittivity case, barely past the capacitance peak.

**Correlations and discreteness.** The Bjerrum length, at which two unit charges interact with energy $kT$, is $0.71$ nm, about one ion diameter. Mean-field theory is thus doubtful in a crowded layer even at bulk permittivity. Moreover $H=1.6a$, so a smooth density profile stands for one or two layers of ions.

**The real case.** The parameters are rough values for a generic 1:1 salt in water and describe no particular salt or metal. The ion size is an effective value, and since $C\propto a^{-3/2}$ at fixed $\varepsilon$, $z$ and $V$ in the leading law, it matters. Flat metal electrodes in water typically show a few tens of $\mu\text{F/cm}^2$ in total, well below the ideal peak of $163$. Of the effects estimated here, the inner layer and dielectric saturation can be the largest. With the low permittivity the inner layer takes the capacitance from $64$ to $12\ \mu\text{F/cm}^2$ at the same electrode charge, and saturation takes it to between $37$ and $11\ \mu\text{F/cm}^2$ at the same diffuse voltage, depending on the model. A measured decline with voltage is therefore not by itself evidence for the exponent $-1/2$. Nor does a fit to the boxed law by itself yield a reliable ion size: the inner-layer drop, dielectric saturation, the packing law and the neglected offset $V_0$ all shift the result.

The derivation establishes a narrower result: with constant permittivity, mean-field electrostatics and a maximum ion density $1/a^3$, the diffuse-layer capacitance tends to $\sqrt{\varepsilon ze/(2a^3V)}$. The numerical output below gives the remaining intermediate values.

## Computed results

```
temperature 298.15 K, thermal voltage 25.693 mV
relative permittivity 78.5, ion size 0.70 nm
bulk concentration 0.10 mol/L = 0.06022 nm^-3
bulk packing nu 0.04131, Debye length 0.9620 nm
maximum ion density 2.9155 nm^-3
offset voltage V0 0.0997 V
capacitance at zero voltage 72.25 uF/cm2
peak: V 0.1202 V, C 163.22 uF/cm2
V (V) | C Bikerman | Gouy-Chapman | shifted law | leading (uF/cm2)
0.05 | 101.30 | 109.2 | none | 180.18
0.10 | 156.60 | 258.1 | 2255.27 | 127.41
0.20 | 124.49 | 1772 | 127.21 | 90.09
0.30 | 89.98 | 1.24e+04 | 90.02 | 73.56
0.50 | 63.68 | 6.077e+05 | 63.68 | 56.98
1.00 | 42.46 | 1.022e+10 | 42.46 | 40.29
log slope of C from integrated layer, u 1e4 to 4e4: -0.50010
at diffuse voltage 0.50 V (u = 19.461):
  C from integrated Poisson equation 63.680 uF/cm2
  charge 50.98 uC/cm2, field 7.335 MV/cm
  excess osmotic pressure 187.0 MPa
  layer thickness H 1.091 nm, H/a 1.559
  local log slope of C -0.6245
distance (nm) | potential (V) | counterion site occupancy
0.000 | 0.5000 | 1.0000
0.546 | 0.1997 | 0.9808
1.091 | 0.0809 | 0.3339
1.637 | 0.0412 | 0.0965
2.183 | 0.0227 | 0.0491
inner layer thickness 0.35 nm, in series:
  bulk permittivity 78.5: Cs 198.59 uF/cm2
    total V 0.757 V, total C 48.22 uF/cm2
    diffuse V at total 1.2 V: 0.8488 V
  low permittivity 6.0: Cs 15.18 uF/cm2
    total V 3.859 V, total C 12.26 uF/cm2
    diffuse V at total 1.2 V: 0.1343 V
saturation inputs: n^2 1.78, water 55.3 mol/L
  fitted dipole 4.758 debye
  field 12.582 MV/cm, charge 43.95 uC/cm2
  wall D/(eps0 E) 39.45
  C 37.12 uF/cm2, ratio to constant eps 0.583
  local log slope -1.4484, formal limit -0.5000
hard spheres: wall volume fraction 0.4891
  C 70.03 uF/cm2, ratio to lattice 1.100
Bjerrum length 0.7140 nm, ratio to ion size 1.020
```
